# Counting excitations in linear-response TDDFT with static and frequency-dependent kernels: verification in Python

```python
# Result under test: with a frequency-independent kernel f, linear-response TDDFT
# has exactly M roots z = omega^2, M = (occupied) x (empty) orbitals; exact
# systems with more bright excitations therefore need a frequency-dependent f.
# Symbols: T hopping matrix, v site potential, U on-site repulsion, hbar = 1,
# energies in units of the hopping t. chi = W (z - Z)^-1 W^T is the exact density
# response, chi_s = V (z - E^2)^-1 V^T the Kohn-Sham (KS) one.
# Columns of B span the zero-sum potentials; B^T n are the conjugate densities.
import numpy as np


def chain(K):
    return -(np.eye(K, k=1) + np.eye(K, k=-1))


def two_body_hamiltonian(T, v, U):
    K = len(v)
    h, one = T + np.diag(v), np.eye(K)
    return np.kron(h, one) + np.kron(one, h) + U * np.diag(np.eye(K).ravel())


def singlets(T, v, U):
    """All two-electron singlets: energies and symmetric wavefunctions psi[n,i,j]."""
    K = len(v)
    basis = []
    for i in range(K):
        for j in range(i, K):
            m = np.zeros((K, K))
            m[i, j] = m[j, i] = 1.0
            basis.append((m / np.linalg.norm(m)).ravel())
    S = np.array(basis).T
    E, C = np.linalg.eigh(S.T @ two_body_hamiltonian(T, v, U) @ S)
    return E, (S @ C).T.reshape(-1, K, K)


def exact_response(E, psi, B):
    w = E[1:] - E[0]
    transition_density = 2 * np.einsum('ij,nij->in', psi[0], psi[1:])
    return w, B.T @ transition_density * np.sqrt(2 * w)


def ks_inversion(T, psi0):
    """Exact KS potential for two electrons from the exact density."""
    phi = np.sqrt(np.sum(psi0**2, axis=1))
    vs = -(T @ phi) / phi
    return vs - vs.mean(), phi


def ks_response(h, nocc, B):
    e, c = np.linalg.eigh(h)
    pairs = [(i, a) for i in range(nocc) for a in range(nocc, len(e))]
    gaps = np.array([e[a] - e[i] for i, a in pairs])
    products = np.array([c[:, i] * c[:, a] for i, a in pairs]).T
    return gaps, B.T @ products * 2 * np.sqrt(gaps), e, c


def chi_of(z, poles, W):
    return (W / (z - poles)) @ W.T


def chi_resolvent(T, v, U, omega, B):
    """Density response from its definition, by linear solves with H."""
    K = len(v)
    H = two_body_hamiltonian(T, v, U)
    E, C = np.linalg.eigh(H)
    g, one = C[:, 0], np.eye(K * K)
    ops = [np.kron(np.diag(b), np.eye(K)) + np.kron(np.eye(K), np.diag(b))
           for b in B.T]
    X = np.array([o @ g for o in ops]).T
    X = X - np.outer(g, g @ X)
    L = H - E[0] * one
    return (X.T @ np.linalg.solve(omega * one - L, X)
            - X.T @ np.linalg.solve(omega * one + L, X))


# ---------- general count: four sites, four electrons, static kernel ----------
K, nocc = 4, 2
h4 = chain(K) + np.diag([0.0, 0.3, 0.9, 0.4])
gaps, V, e, c = ks_response(h4, nocc, np.eye(K))
M = len(gaps)
f_static = 0.8 * np.eye(K) + 0.3 * (np.eye(K, k=1) + np.eye(K, k=-1))
rho0 = c[:, :nocc] @ c[:, :nocc].T


def motion_spectrum(f):
    """Squared frequencies of the linearized density-matrix equation of motion."""
    cols = []
    for k in range(K * K):
        d = np.zeros(K * K)
        d[k] = 1.0
        d = d.reshape(K, K)
        dv = np.diag(f @ (2 * np.diag(d)))
        cols.append((h4 @ d - d @ h4 + dv @ rho0 - rho0 @ dv).ravel())
    sq = np.linalg.eigvals(np.array(cols).T)**2
    assert np.max(np.abs(sq.imag)) < 1e-7
    return np.sort(sq.real)


bare = [(e[i] - e[j])**2 for s in (range(nocc), range(nocc, K))
        for i in s for j in s]
real_counts = []
for f in (f_static, -3 * f_static):
    Omega = np.diag(gaps**2) + V.T @ f @ V
    roots = np.linalg.eigvalsh(Omega)
    union = np.sort(np.concatenate([roots, roots, bare]))
    assert np.allclose(motion_spectrum(f), union, atol=1e-7)
    zc = 2.3 + 0.7j
    cs = chi_of(zc, gaps**2, V)
    dyson = np.linalg.solve(np.eye(K) - cs @ f, cs)
    assert np.allclose(dyson, V @ np.linalg.solve(zc * np.eye(M) - Omega, V.T))
    shift = np.max(np.abs(roots - np.sort(gaps**2)))
    assert shift <= np.linalg.norm(V.T @ f @ V, 2) + 1e-12
    real_counts.append(int(np.sum(roots > 0)))
    if f is f_static:
        stable_roots = roots
assert real_counts[0] == M and real_counts[1] < M

# one pole in the kernel adds one root
z_d, hvec = 6.0, np.array([0.5, -0.2, 0.4, 0.1])
cvec = V.T @ hvec
Omega0 = np.diag(gaps**2) + V.T @ f_static @ V
big = np.block([[Omega0, cvec[:, None]], [cvec[None, :], np.array([[z_d]])]])
dressed = np.linalg.eigvalsh(big)
for zc in (1.0 + 0.5j, 5.0 - 0.8j, 9.0 + 1.1j):
    fz = f_static + np.outer(hvec, hvec) / (zc - z_d)
    lhs = np.linalg.det(np.eye(K) - chi_of(zc, gaps**2, V) @ fz)
    rhs = np.prod(zc - dressed) / (np.prod(zc - gaps**2) * (zc - z_d))
    assert abs(lhs - rhs) < 1e-9 * max(1, abs(rhs))

print("FOUR SITES, FOUR ELECTRONS (energies in t)")
print("KS single transitions M:", M)
print("KS gaps:", np.round(np.sort(gaps), 4))
print("static-kernel excitations:", np.round(np.sqrt(stable_roots), 4))
print("real excitations, stable kernel:", real_counts[0])
print("real excitations, kernel times -3:", real_counts[1])
print("kernel pole placed at omega =", round(np.sqrt(z_d), 4))
print("roots with that kernel pole:", len(dressed))
print("their energies:", np.round(np.sqrt(dressed), 4))

# ---------- exact two-site model ----------
B2 = np.array([[0.5], [-0.5]])
T2 = chain(2)


def dimer(dv, U):
    v = np.array([dv / 2, -dv / 2])
    E, psi = singlets(T2, v, U)
    w, W = exact_response(E, psi, B2)
    vs, phi = ks_inversion(T2, psi[0])
    gap, Vs, _, orb = ks_response(T2 + np.diag(vs), 1, B2)
    assert np.allclose(np.abs(orb[:, 0]), phi)
    a1, a2 = W[0]**2
    z1, z2 = w**2
    a_s, z_s, S = Vs[0, 0]**2, gap[0]**2, a1 + a2
    z0 = (a1 * z2 + a2 * z1) / S
    R = a1 * a2 * (z2 - z1)**2 / S**3
    L = 1 / a_s - 1 / S
    C = -z_s / a_s - (z0 - z1 - z2) / S
    D = (B2.T @ (2 * phi**2))[0]
    return dict(v=v, psi=psi, w=w, a=(a1, a2), S=S, vs=vs, orb=orb, a_s=a_s,
                z_s=z_s, z0=z0, R=R, L=L, C=C, D=D, phi=phi)


dv, U = 1.0, 1.0
d = dimer(dv, U)
w1, w2 = d['w']
z_s, a_s = d['z_s'], d['a_s']


def kernel_direct(omega):
    exact = chi_resolvent(T2, d['v'], U, omega, B2)[0, 0]
    ks = chi_resolvent(T2, d['vs'], 0.0, omega, B2)[0, 0]
    return 1 / ks - 1 / exact


def kernel_form(omega):
    return d['C'] + d['L'] * omega**2 + d['R'] / (omega**2 - d['z0'])


sample = [0.0, 1.0, 2.0, 3.0, 4.0, 5.0]
for om in sample:
    assert abs(kernel_direct(om) - kernel_form(om)) < 1e-7 * (1 + abs(kernel_form(om)))

# noninteracting KS system in the two-electron space: the double is dark
Eks, psiks = singlets(T2, d['vs'], 0.0)
wks, Wks = exact_response(Eks, psiks, B2)
assert np.allclose(wks, [np.sqrt(z_s), 2 * np.sqrt(z_s)])
assert np.allclose(Wks[0]**2, [a_s, 0.0])

# total strengths equal minus the hopping energies
hop_exact = 2 * np.sum(d['psi'][0] * (T2 @ d['psi'][0]))
hop_ks = 2 * d['phi'] @ T2 @ d['phi']
assert abs(d['S'] + hop_exact) < 1e-10 and abs(a_s + hop_ks) < 1e-10

# zero-frequency kernel from finite differences of the exact potentials
step = 1e-4
p, m = dimer(dv + step, U), dimer(dv - step, U)
hxc = [(q['vs'] - q['v'])[0] - (q['vs'] - q['v'])[1] for q in (p, m)]
f_zero_fd = (hxc[0] - hxc[1]) / (p['D'] - m['D'])
f_zero = kernel_direct(0.0)
assert abs(f_zero_fd - f_zero) < 1e-5
w_adiabatic = np.sqrt(z_s + a_s * f_zero)

# the frequency-dependent kernel restores both exact excitations
alpha, beta = 1 - a_s * d['L'], z_s + a_s * d['C']
restored = np.sort(np.sqrt(np.roots(
    [alpha, -(alpha * d['z0'] + beta), beta * d['z0'] - a_s * d['R']])))
assert np.allclose(restored, [w1, w2])
assert w1 < np.sqrt(d['z0']) < w2 and d['R'] > 0
needed = (d['w']**2 - z_s) / a_s
assert np.allclose(needed, [kernel_form(w1), kernel_form(w2)])

g, x = d['orb'].T
single = (np.outer(g, x) + np.outer(x, g)) / np.sqrt(2)
double = np.outer(x, x)
weights = [[np.sum(s * q)**2 for s in (single, double)] for q in d['psi'][1:]]
assert weights[0][0] > 0.5 and weights[1][1] > 0.5

print("TWO SITES, TWO ELECTRONS: t = 1, U =", U, ", site difference =", dv)
print("site occupations n1, n2:", np.round(2 * d['phi']**2, 5))
print("KS site difference (t):", round(d['vs'][0] - d['vs'][1], 5))
print("KS single transition (t):", round(np.sqrt(z_s), 5))
print("KS double, dark in chi_s (t):", round(wks[1], 5))
print("exact excitations (t):", np.round(d['w'], 5))
for k in (0, 1):
    print("state", k + 1, "weight on KS single, double:", np.round(weights[k], 4))
print("exact strengths a1, a2 (t):", np.round(d['a'], 6))
print("total strength S, KS strength a_s (t):", round(d['S'], 6), round(a_s, 6))
print("kernel f(0) (t):", round(f_zero, 5))
print("f(0) by finite difference (t):", round(f_zero_fd, 5))
print("only excitation with static f(0) (t):", round(w_adiabatic, 5))
print("static f needed for state 1, state 2 (t):", np.round(needed, 5))
print("kernel pole at omega (t):", round(np.sqrt(d['z0']), 5))
print("C (t), L (1/t), R (t^3):", *[round(d[k], 6) for k in ('C', 'L', 'R')])
for om in sample[1:]:
    print("f at omega =", om, "t:", round(kernel_direct(om), 5), "t")
print("roots with exact f(omega) (t):", np.round(restored, 5))

# symmetric dimer: the doubly excited state is dark
s = dimer(0.0, U)
assert min(s['a']) < 1e-12 and abs(s['R']) < 1e-10
print("SYMMETRIC DIMER: excitations (t):", np.round(s['w'], 5))
print("strengths (t):", np.round(np.abs(s['a']), 6))
print("kernel pole residue R (t^3):", round(abs(s['R']), 8))

# ---------- exact three-site chain ----------
T3, v3 = chain(3), np.array([0.0, 0.5, 1.2])
B3 = np.array([[1.0, 0.0], [0.0, 1.0], [-1.0, -1.0]])
E3, psi3 = singlets(T3, v3, U)
w3, W3 = exact_response(E3, psi3, B3)
vs3, _ = ks_inversion(T3, psi3[0])
gap3, V3, _, _ = ks_response(T3 + np.diag(vs3), 1, B3)
bright = np.sum(W3**2, axis=0)
assert np.all(bright > 1e-8) and np.min(np.diff(w3)) > 1e-4
assert np.allclose(chi_resolvent(T3, v3, U, 0.7, B3), chi_of(0.49, w3**2, W3))
null = np.linalg.svd(W3)[2][2:].T
kernel_poles = np.linalg.eigvalsh(null.T @ np.diag(w3**2) @ null)
for zc in (1.5 + 0.6j, 7.0 - 1.0j, 15.0 + 2.0j):
    lhs = np.linalg.det(chi_of(zc, w3**2, W3)) * np.prod(zc - w3**2)
    rhs = np.linalg.det(W3 @ W3.T) * np.prod(zc - kernel_poles)
    assert abs(lhs - rhs) < 1e-9 * abs(rhs)
f3 = (np.linalg.inv(chi_resolvent(T3, vs3, 0.0, 0.0, B3))
      - np.linalg.inv(chi_resolvent(T3, v3, U, 0.0, B3)))
f3 = (f3 + f3.T) / 2
roots3 = np.linalg.eigvalsh(np.diag(gap3**2) + V3.T @ f3 @ V3)
assert np.all(roots3 > 0)
for z in roots3:
    mat = np.eye(2) - chi_of(z, gap3**2, V3) @ f3
    assert np.linalg.svd(mat)[1][-1] < 1e-8
assert len(kernel_poles) == len(w3) - len(gap3)
print("THREE SITES, TWO ELECTRONS: U =", U, ", site energies", v3)
print("exact excitations (t):", np.round(w3, 4))
print("smallest summed strength (t):", f"{bright.min():.2e}")
print("KS single transitions (t):", np.round(gap3, 4))
print("excitations with static f(0) (t):", np.round(np.sqrt(roots3), 4))
print("kernel poles at omega (t):", np.round(np.sqrt(kernel_poles), 4))
print("verified")
```

Output:

```
FOUR SITES, FOUR ELECTRONS (energies in t)
KS single transitions M: 4
KS gaps: [1.1739 2.108  2.4431 3.3772]
static-kernel excitations: [1.4529 2.2858 2.773  3.5448]
real excitations, stable kernel: 4
real excitations, kernel times -3: 2
kernel pole placed at omega = 2.4495
roots with that kernel pole: 5
their energies: [1.4404 2.2254 2.4797 2.7775 3.5637]
TWO SITES, TWO ELECTRONS: t = 1, U = 1.0 , site difference = 1.0
site occupations n1, n2: [0.70535 1.29465]
KS site difference (t): 0.61668
KS single transition (t): 2.09292
KS double, dark in chi_s (t): 4.18583
exact excitations (t): [2.51534 4.61249]
state 1 weight on KS single, double: [0.9489 0.0508]
state 2 weight on KS single, double: [0.0511 0.9389]
exact strengths a1, a2 (t): [1.816749 0.051399]
total strength S, KS strength a_s (t): 1.868149 1.911209
kernel f(0) (t): 1.1616
f(0) by finite difference (t): 1.1616
only excitation with static f(0) (t): 2.56912
static f needed for state 1, state 2 (t): [1.01853 8.83982]
kernel pole at omega (t): 4.56769
C (t), L (1/t), R (t^3): 1.314989 -0.01206 3.200304
f at omega = 1.0 t: 1.14182 t
f at omega = 2.0 t: 1.07697 t
f at omega = 3.0 t: 0.93669 t
f at omega = 4.0 t: 0.46404 t
f at omega = 5.0 t: 1.78721 t
roots with exact f(omega) (t): [2.51534 4.61249]
SYMMETRIC DIMER: excitations (t): [2.56155 4.12311]
strengths (t): [1.940285 0.      ]
kernel pole residue R (t^3): 0.0
THREE SITES, TWO ELECTRONS: U = 1.0 , site energies [0.  0.5 1.2]
exact excitations (t): [1.7206 3.0272 3.4064 4.9597 6.2891]
smallest summed strength (t): 1.01e-02
KS single transitions (t): [1.4587 2.9696]
excitations with static f(0) (t): [1.7393 3.2786]
kernel poles at omega (t): [3.183  4.927  6.2808]
verified
```
